# Depletion width of a semiconductor electrode in a ferroelectric tunnel junction

## Problem

A ferroelectric tunnel junction has a metal on one side of the barrier and a thick n-type semiconductor on the other. The polarization points away from the semiconductor, so the ferroelectric face that touches it carries negative bound charge. The semiconductor answers with a positive screening charge $\sigma=10\ \mu\mathrm{C/cm^2}$. It is uniformly doped with $N=10^{20}\ \mathrm{cm^{-3}}$ donors, all ionized. Take a relative permittivity of 300, a gap of 3.2 eV and a temperature of 300 K, which are rough values for niobium-doped strontium titanate.

(a) How thick is the depleted layer in the full-depletion approximation?

(b) How far do the bands bend, and is the approximation admissible?

(c) Does the answer to (a) carry over to silicon with the same charge and doping?

## A tempting solution

Mobile electrons screen a charge over the Debye length, so that length might seem to be the answer to (a). Let $x$ be the depth below the interface and $U(x)$ the upward shift of the electron energy relative to the bulk. With Boltzmann statistics the electron density is $n=Ne^{-U/kT}\approx N(1-U/kT)$, and the net charge density is

$$\rho=q(N-n)\approx qN\,\frac{U}{kT}.$$

The electrostatic potential is $\phi=-U/q$, so Poisson's equation $\phi''=-\rho/\varepsilon$ becomes

$$U''=\frac{q\rho}{\varepsilon}=\frac{U}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon kT}{q^2N}} .$$

The solution that vanishes in the bulk is $U=U(0)e^{-x/L_D}$. With $\varepsilon=2.656\times10^{-11}$ F/cm, $kT/q=0.02585$ V and $qN=16.02\ \mathrm{C/cm^3}$,

$$L_D=\sqrt{\frac{2.656\times10^{-11}\times0.02585}{16.02}}\ \mathrm{cm}=2.07\times10^{-7}\ \mathrm{cm}.$$

The proposed answer is therefore 2.1 nm.

## Where it fails

The value of $\sigma$ was never used. Putting it in exposes the fault. In the linear solution the charge density also decays exponentially, $\rho=\rho(0)e^{-x/L_D}$, and its integral over depth must equal $\sigma$:

$$\rho(0)L_D=\sigma\quad\Rightarrow\quad \frac{\rho(0)}{qN}=\frac{\sigma}{qNL_D}=\frac{10}{16.02\times0.207}=3.0 .$$

(Here $qNL_D=3.3\ \mu\mathrm{C/cm^2}$.) But $\rho=q(N-n)$, so the surface electron density would be $n(0)=N(1-3.0)=-2.0N$, which is impossible. Removing electrons can uncover at most the donor charge $qN$ per volume. The step at fault is the expansion of the exponential, which needs $U\ll kT$, whereas here it gives $U(0)=3.0\,kT$.

For Boltzmann electrons, the Debye length is the right screening length in the opposite limit, $\sigma\ll qNL_D$, where the electron density is only slightly reduced and no depleted layer forms. Here the charge is too large for that, and the layer must widen until it contains enough donors.

## Solution

### (a) Width

In the full-depletion approximation there are no electrons for $0<x<W$, and the semiconductor is neutral beyond $W$. Holes are neglected, a condition to be checked in (b). The charge density is then $qN$ inside the layer and zero outside, so

$$\sigma=\int_0^W qN\,dx=qNW\quad\Rightarrow\quad W=\frac{\sigma}{qN}.$$

Since $10\ \mu\mathrm{C}=10^{-5}$ C,

$$W=\frac{10^{-5}\ \mathrm{C/cm^2}}{16.02\ \mathrm{C/cm^3}}=6.24\times10^{-7}\ \mathrm{cm}=6.2\ \mathrm{nm}.$$

Counting gives the same picture: the screening charge amounts to $6.24\times10^{13}$ elementary charges per square centimetre, and each donor supplies one. The permittivity does not enter, because this is a balance of charge. The electrode must be thicker than $W$, or it runs out of donors.

### (b) Band bending and admissibility

Gauss's law reads $dD/dx=qN$ in the layer, with $D(W)=0$ at its neutral edge. Hence

$$D(x)=-qN(W-x).$$

The minus sign means that the field points from the donors towards the negative bound charge. For constant permittivity, $E=D/\varepsilon$, and the surface field has magnitude

$$|E(0)|=\frac{qNW}{\varepsilon}=\frac{\sigma}{\varepsilon}=\frac{10^{-5}}{2.656\times10^{-11}}\ \mathrm{V/cm}=0.38\ \mathrm{MV/cm}.$$

From $d\phi/dx=-E$, the potential rises from the surface to the bulk by

$$V=\int_0^W\frac{qN(W-x)}{\varepsilon}\,dx=\frac{qNW^2}{2\varepsilon}=\frac{\sigma W}{2\varepsilon}=\frac{\sigma^2}{2\varepsilon qN}.$$

Numerically, $V=\tfrac12(3.76\times10^5\ \mathrm{V/cm})(6.24\times10^{-7}\ \mathrm{cm})=0.117$ V. An electron has charge $-q$, so its energy is higher at the surface, by 0.117 eV.

Two conditions must hold. First, the bending must exceed $kT$, or electrons will not leave the layer. Dividing $qV$ by $kT$ and using the definition of $L_D$ gives

$$\frac{qV}{kT}=\frac{q^2NW^2}{2\varepsilon kT}=\frac12\left(\frac{W}{L_D}\right)^2=4.5 .$$

This is large enough to empty the surface but not large enough for a sharp edge. Second, the bending must stay well below the gap, or holes will gather at the surface. Here it is 0.12 eV against 3.2 eV, so holes are negligible.

**The thermal tail.** With electrons retained, Poisson's equation is $U''=q^2(N-n)/\varepsilon$. Multiply by $U'$ and integrate from the bulk, where $U=U'=0$, to the surface, where $|U'|=q\sigma/\varepsilon$ and $U=U_s$:

$$\frac12\left(\frac{q\sigma}{\varepsilon}\right)^2=\frac{q^2}{\varepsilon}\int_0^{U_s}(N-n)\,dU .$$

For Boltzmann electrons the integral is $N[U_s-kT(1-e^{-U_s/kT})]$. Dividing by $q^2N/\varepsilon$ gives

$$U_s=\frac{\sigma^2}{2\varepsilon N}+kT\left(1-e^{-U_s/kT}\right)\approx qV+kT .$$

The tail thus raises the bending to about 0.143 eV. The bulk Fermi level lies only 0.01 eV below the band edge (for a rough density-of-states mass of 4 electron masses), so Fermi–Dirac statistics are more appropriate; they give 0.145 eV.

The width keeps a precise meaning. Without holes, charge balance reads $\int_0^\infty(N-n)\,dx=\sigma/q=NW$, so $W$ is the thickness of a fully emptied layer that lacks the same number of electrons. As a test, Poisson's equation was solved numerically with the surface bending fixed at the Fermi–Dirac value, and the missing electrons were counted; their number divided by $N$ is 6.24 nm.

The profile itself is far from a step. The electron density is 0.4 % of $N$ at the surface, reaches half of $N$ at 5.9 nm, and takes 7.4 nm to rise from 10 % to 90 %. The edge is thus wider than $W$ itself. At fixed charge, temperature and permittivity, $W\propto1/N$ while $L_D\propto1/\sqrt N$, so lower doping makes the edge relatively sharper. At $10^{19}\ \mathrm{cm^{-3}}$ the width is 62 nm and the 10–90 % edge is 0.36 of it. The bending is then 1.2 eV, still below the gap. It grows roughly as $1/N$, however, and would reach the gap near $4\times10^{18}\ \mathrm{cm^{-3}}$, where holes can no longer be neglected in equilibrium.

### (c) Silicon

The formula $W=\sigma/(qN)$ again returns 6.2 nm, but its premise now fails. With a rough relative permittivity of 11.7, the surface field would be 9.7 MV/cm and the bending 3.0 eV, against a gap of about 1.1 eV. In this heavily doped material the bulk Fermi level is near the conduction band edge. Once the bending reaches about the gap, the valence band edge at the surface comes up to the Fermi level, and holes accumulate there. Setting $\sigma^2/(2\varepsilon qN)=E_g/q$, with $E_g$ the gap, and noting that the bending grows as $\sigma^2$, this happens near

$$\sigma\approx10\,\sqrt{\frac{1.1}{3.01}}\ \mu\mathrm{C/cm^2}=6\ \mu\mathrm{C/cm^2}.$$

This estimate is classical. Quantum confinement of the holes in the strong surface field raises the threshold to roughly $8\ \mu\mathrm{C/cm^2}$, which is still below the $10\ \mu\mathrm{C/cm^2}$ that must be screened here. An equilibrium calculation that includes holes, but not their quantum confinement, gives a bending of 1.5 eV for rough density-of-states masses of 1.08 (electrons) and 1.1 (holes); halving the hole mass raises it to 1.7 eV. Donors then supply $6.9\ \mu\mathrm{C/cm^2}$ and holes $3.1\ \mu\mathrm{C/cm^2}$. The equivalent depletion width is $6.9/10$ of 6.24 nm, or 4.3 nm. These figures are only a classical estimate. With confinement there are fewer holes and a wider depleted layer: for typical heavy- and light-hole masses in parabolic bands and a hard wall at the interface, the holes supply 1.7 to $2.0\ \mu\mathrm{C/cm^2}$, the bending is 2.1 to 2.3 eV and the width is 5.0 to 5.2 nm, still short of 6.2 nm. The surface field is also far above the breakdown field of silicon, so the example is an idealized comparison, not a design for a device. The answer to (c) is therefore no, in equilibrium. The permittivity is absent from the formula for $W$, yet together with the gap it decides whether the formula applies at this charge and doping.

## The number in a real junction

Niobium-doped strontium titanate does serve as the semiconductor electrode of ferroelectric tunnel junctions, for example with barium titanate as the barrier. The bulk polarization of barium titanate is roughly $25\ \mu\mathrm{C/cm^2}$, so the $10\ \mu\mathrm{C/cm^2}$ used here stands for a reduced or incompletely screened polarization. Incomplete screening is the main caveat. If a field of magnitude $E_f$ opposes the polarization $P$ in a ferroelectric of background permittivity $\varepsilon_f$, continuity of $D$ gives $\sigma=P-\varepsilon_fE_f$, provided that no charge is trapped at the interface. It is $\sigma$, not $P$, that sets the width. A charge 10 % smaller makes $W$ 0.6 nm smaller, while a fully screened $25\ \mu\mathrm{C/cm^2}$ would make it about 16 nm.

Other neglected effects can be sized for the example:

- **Field-dependent permittivity.** A rough cubic term in the relation between $E$ and $D$ raises the surface field to 0.45 MV/cm and the full-depletion bending to 0.128 eV. The width is unchanged, because $D(x)$ was found without any dielectric law.
- **Temperature.** At 358 K, with the relative permittivity lowered to a rough 246, the bending including the tail is 0.18 eV. The equivalent width is again unchanged.
- **Random donors.** A 10 nm by 10 nm area needs about 62 donors. If it is treated as an independent column, the depth that holds $k$ donors is a sum of $k$ independent exponential gaps, with relative spread $1/\sqrt k$. This is 13 %, or 0.8 nm.
- **Quantum penetration.** For a round mass of one electron mass, the probability density of a band-edge electron falls to $1/e$ of its value at the layer's edge within 1.1 nm. This is short compared with the thermal edge of 7.4 nm, which it barely widens.

The depleted layer matters to the memory because it adds a barrier in series with the ferroelectric. In full depletion this barrier is $U(x)=qV(1-x/W)^2$. For an electron of mass $m$ at the bulk band edge, the semiclassical tunnelling exponent is

$$\frac{2}{\hbar}\int_0^W\sqrt{2mU}\,dx=\frac{2\sqrt{2mqV}}{\hbar}\int_0^W\left(1-\frac xW\right)dx=\frac{W\sqrt{2mqV}}{\hbar}=11$$

for one electron mass. The corresponding factor is $2\times10^{-5}$, while the Boltzmann factor for passing over the top is $1\times10^{-2}$. Tunnelling at the band edge is therefore much less likely than thermal passage over the top at 300 K. These are not the only routes, however: an electron excited part of the way up can tunnel through the thinner upper part of the barrier. For this mass and the depletion barrier alone, a semiclassical estimate makes the current from such thermally assisted tunnelling two to three times that from passage over the top. The ferroelectric in series passes electrons of higher energy more easily, which lowers this ratio. The opposite polarization attracts electrons instead of repelling them. If the two electrodes had equal work functions, this would remove the depletion barrier in the other memory state. Real junctions often have a built-in potential from a work-function difference, and the semiconductor surface stays depleted whenever that potential exceeds the drop $Pd/\varepsilon_f$ across a ferroelectric of thickness $d$. For example, $P=15\ \mu\mathrm{C/cm^2}$, $d=2$ nm and an effective relative permittivity of 100 give a drop of only 0.34 V. With a larger built-in potential, reversing the polarization thins and lowers the barrier but does not remove it.

The numerical output below lists the values for the two dopings discussed, for $3\times10^{19}\ \mathrm{cm^{-3}}$ and for silicon.

## Table of computed values

```
Screening charge: 10.0 uC/cm2
Donor density: 1.00e+20 cm^-3
Elementary charge: 1.602177e-19 C
Donor charge density q N: 16.022 C/cm3
Screening charges per area: 6.242e+13 cm^-2
Depletion width W: 6.242 nm = 6.242e-07 cm
Strontium titanate electrode, rough parameters:
Temperature: 300 K; relative permittivity: 300
Gap: 3.2 eV; density-of-states mass: 4.0 m_e
Surface field: 0.376 MV/cm
Full-depletion bending: 0.1175 eV
Thermal energy: 0.02585 eV
Bulk Fermi level above band edge: -0.0135 eV
Bending with electron tail: 0.1455 eV
Debye length: 2.070 nm
Missing electrons / N, from profile: 6.242 nm
Electron density / N at surface: 0.0043
Electron density / N at depth W: 0.556
Doping (cm^-3), W (nm), half-density depth (nm), 10-90% edge (nm), edge/W, bending (eV):
  1e+20  6.24  5.85  7.39  1.185  0.145
  3e+19  20.81  20.16  13.17  0.633  0.418
  1e+19  62.42  61.34  22.65  0.363  1.201
Cubic dielectric coefficient: 7.0e+09 V m^5/C^3
Surface field with cubic term: 0.446 MV/cm
Full-depletion bending with cubic term: 0.1284 eV
At 358 K: relative permittivity 246, bending with tail 0.1760 eV
Mean donor spacing N^(-1/3): 2.15 nm
Donors needed under 10 nm x 10 nm: 62
Relative spread of depth, sampled: 12.6 %; 1/sqrt(count): 12.7 %
Quantum length (mass 1 m_e): 1.89 nm
Depth for probability to fall to 1/e: 1.12 nm
Tunnelling exponent: 10.96; factor: 1.74e-05
Boltzmann factor over the barrier: 1.06e-02
Silicon, same charge and doping, rough parameters:
Relative permittivity: 11.7; gap: 1.1 eV
Surface field: 9.65 MV/cm
Full-depletion bending, holes ignored: 3.01 eV
Equilibrium bending, holes included: 1.51 eV
Equivalent depletion width: 4.30 nm
Charge from donors: 6.89 uC/cm2; from holes: 3.11 uC/cm2
```
